# Choked and effusive flow of a monatomic gas through an orifice: test program

```python
"""Result under test: for a monatomic ideal gas leaving a reservoir (p0, T0),
  G_choked / G_effusive = (9/16) sqrt(10 pi / 3) = 1.820,
where G is mass flow per unit opening area, G_effusive is the collisionless
flow into vacuum and G_choked the ideal sonic continuum flow.
Scaled units in the tests: density rho0, temperature T0, speed sqrt(k T0/m),
pressure p0. Hence G is scaled by p0 sqrt(m/(k T0)).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

GAMMA = 5 / 3
effusive_formula = 1 / np.sqrt(2 * np.pi)
choked_formula = 9 / 16 * np.sqrt(5 / 3)
ratio_formula = 9 / 16 * np.sqrt(10 * np.pi / 3)

# Effusive flux from the Maxwell distribution, in speed and polar angle.
def maxwell(speed):
    return np.exp(-speed**2 / 2) / (2 * np.pi)**1.5

speed_part = quad(lambda v: v**3 * maxwell(v), 0, 12)[0]
angle_part = quad(lambda a: 2 * np.pi * np.cos(a) * np.sin(a), 0, np.pi / 2)[0]
effusive_numeric = speed_part * angle_part
assert abs(effusive_numeric / effusive_formula - 1) < 1e-8

# Isentropic expansion from the first law and the momentum equation.
energy_per_kT = quad(lambda v: 2 * np.pi * v**4 * maxwell(v), 0, 12)[0]
assert abs(energy_per_kT - 1.5) < 1e-8

def expansion(log_density, state):
    temperature = state[0]
    slope = temperature / energy_per_kT
    return [slope, -(slope + temperature)]     # second entry: d(u^2/2)

path = solve_ivp(expansion, (0, -2.5), [1.0, 0.0], rtol=1e-10, atol=1e-12,
                 max_step=0.01, dense_output=True).sol

def path_flux(log_density):
    return np.exp(log_density) * np.sqrt(2 * path(log_density)[1])

best = minimize_scalar(lambda s: -path_flux(s), bounds=(-2.4, -0.01),
                       method="bounded", options={"xatol": 1e-9})
s_star = best.x
choked_numeric = -best.fun
t_star, half_u2 = path(s_star)
u_star = np.sqrt(2 * half_u2)
rho_star = np.exp(s_star)
p_star = rho_star * t_star

def path_pressure(s):
    return np.exp(s) * path(s)[0]

h = 1e-3
sound_squared = ((path_pressure(s_star + h) - path_pressure(s_star - h))
                 / (np.exp(s_star + h) - np.exp(s_star - h)))
mach_star = u_star / np.sqrt(sound_squared)
assert abs(choked_numeric / choked_formula - 1) < 1e-6
assert abs(t_star - 0.75) < 1e-4
assert abs(p_star - 0.75**2.5) < 1e-4
assert abs(mach_star - 1) < 1e-3
ratio_numeric = choked_numeric / effusive_numeric
assert abs(ratio_numeric / ratio_formula - 1) < 1e-6

# Time-dependent flow in a converging nozzle: does the flow really choke?
def nozzle_flow(back_pressures, cells=160, end_time=25.0):
    """Mass flow at every cell face after the start-up waves have died out."""
    area = 2.5 + 1.5 * np.cos(np.pi * np.linspace(0, 1, cells + 1))
    dx = 1 / cells
    dt = 0.25 * dx
    volume = 0.5 * (area[1:] + area[:-1]) * dx
    area_step = np.diff(area)
    outside = np.array(back_pressures, dtype=float)[:, None]
    cons = np.zeros((3, len(back_pressures), cells))
    cons[0] = 1.0
    cons[2] = 1.5
    for _ in range(int(end_time / dt)):
        rho = cons[0]
        u = cons[1] / rho
        p = (cons[2] - 0.5 * rho * u**2) / 1.5
        u_in = u[:, :1]
        t_in = 1 - u_in**2 / 5                 # inlet keeps reservoir enthalpy
        r = np.concatenate([t_in**1.5, rho, rho[:, -1:]], axis=1)
        v = np.concatenate([u_in, u, u[:, -1:]], axis=1)
        q = np.concatenate([t_in**2.5, p, outside], axis=1)
        kinetic = 0.5 * r * v**2
        full = np.stack([r, r * v, 1.5 * q + kinetic])
        flux = np.stack([r * v, 2 * kinetic + q, v * (2.5 * q + kinetic)])
        c = np.sqrt(GAMMA * q / r)
        low, high = v - c, v + c
        sl = np.minimum(0, np.minimum(low[:, :-1], low[:, 1:]))
        sr = np.maximum(0, np.maximum(high[:, :-1], high[:, 1:]))
        face = (sr * flux[:, :, :-1] - sl * flux[:, :, 1:]
                + sl * sr * (full[:, :, 1:] - full[:, :, :-1])) / (sr - sl)
        through = face * area
        cons = cons - dt * np.diff(through, axis=2) / volume
        cons[1] += dt * p * area_step / volume
    return through[0]

nozzle_pressures = [0.8, 0.4, 0.05]
face_flows = nozzle_flow(nozzle_pressures)
nozzle_means = face_flows.mean(axis=1)
assert np.all(np.ptp(face_flows, axis=1) < 0.01 * nozzle_means)   # steady
# First-order scheme: errors of order one cell width times the gradients.
assert abs(nozzle_means[1] / choked_formula - 1) < 0.03
assert abs(nozzle_means[2] / choked_formula - 1) < 0.03
assert abs(nozzle_means[2] / nozzle_means[1] - 1) < 0.02
assert nozzle_means[0] < 0.9 * choked_formula

# Example: argon feed of a sputtering chamber (rough typical values).
torr = const.torr
p0, T0 = 50 * torr, 300.0
p_chamber = 5e-3 * torr
mass = 39.948 * const.atomic_mass
d_large, d_small, membrane = 1e-3, 100e-9, 10e-9
atom_diameter = 0.36e-9            # rough hard-sphere value for argon
sharp_edge_coefficient = 0.85      # rough value for a sharp-edged orifice
thermal_speed = np.sqrt(const.k * T0 / mass)
number_density = p0 / (const.k * T0)
G_eff = p0 / thermal_speed * effusive_formula
G_ch = p0 / thermal_speed * choked_formula
flow_small = G_eff * np.pi * d_small**2 / 4
flow_large = G_ch * np.pi * d_large**2 / 4
sccm = mass * const.atm / (const.k * 273.15) * 1e-6 / 60   # kg/s per sccm
mean_free_path = 1 / (np.sqrt(2) * np.pi * atom_diameter**2 * number_density)
kn_small, kn_large = mean_free_path / d_small, mean_free_path / d_large
assert kn_small > 5 and kn_large < 0.01 and p_chamber / p0 < p_star

# Small hole: loss from finite membrane thickness.
def short_tube_formula(length_over_radius):
    X = 2 + length_over_radius**2
    direct = (X - np.sqrt(X**2 - 4)) / 2
    return (1 + direct) / 2

def tube_monte_carlo(length, count, rng):
    """Transmitted fraction for unit radius and diffuse wall scattering."""
    x = np.sqrt(rng.random(count))
    y, z = np.zeros(count), np.zeros(count)
    ez = np.sqrt(rng.random(count))
    side = np.sqrt(1 - ez**2)
    phi = 2 * np.pi * rng.random(count)
    ex, ey = side * np.cos(phi), side * np.sin(phi)
    transmitted = 0
    while x.size:
        a = ex**2 + ey**2
        b = x * ex + y * ey
        root = np.sqrt(np.maximum(b**2 - a * (x**2 + y**2 - 1), 0))
        t = (-b + root) / a
        x, y, z = x + t * ex, y + t * ey, z + t * ez
        transmitted += np.count_nonzero(z > length)
        hit = (z >= 0) & (z <= length)
        x, y, z = x[hit], y[hit], z[hit]
        inward = np.sqrt(rng.random(x.size))
        side = np.sqrt(1 - inward**2)
        phi = 2 * np.pi * rng.random(x.size)
        ex = -inward * x - side * np.cos(phi) * y
        ey = -inward * y + side * np.cos(phi) * x
        ez = side * np.sin(phi)
    return transmitted / count

tube_ratio = membrane / (d_small / 2)
transmission = short_tube_formula(tube_ratio)
transmission_mc = tube_monte_carlo(tube_ratio, 400000, np.random.default_rng(7))
assert abs(transmission - transmission_mc) < 0.0025   # sampling error 0.0005

# Large nozzle: loss from the curved sonic surface.
def local_flux(u):
    return u * (1 - u**2 / 5)**1.5

def curvature_loss(radius_over_wall):
    """Best mean flux when ln u grows as r^2/(2 R Rw) across the throat."""
    eps = radius_over_wall / 2
    nodes, weights = np.polynomial.legendre.leggauss(20)
    s = (nodes + 1) / 2
    result = minimize_scalar(
        lambda u0: -np.sum(weights / 2 * local_flux(u0 * np.exp(eps * s))),
        bounds=(0.7, 1.3), method="bounded", options={"xatol": 1e-9})
    return 1 + result.fun / choked_formula

assert abs(curvature_loss(0.2) / ((GAMMA + 1) / 96 * 0.2**2) - 1) < 0.05
wall_over_radius = 2.0
loss_curvature = curvature_loss(1 / wall_over_radius)

# Large nozzle: boundary-layer scale from the velocity gradient at the throat.
gradient_scaled = np.sqrt(2 / ((GAMMA + 1) * wall_over_radius))  # (R/u*) du/dx
x_test = 0.01

def speed_at(position, lower, upper):
    area = (1 + position**2 / (2 * wall_over_radius))**2
    return brentq(lambda u: local_flux(u) * area - choked_formula, lower, upper)

u_sonic = np.sqrt(5 / 4)
slope_numeric = (speed_at(x_test, u_sonic, 2.0)
                 - speed_at(-x_test, 0.1, u_sonic)) / (2 * x_test * u_sonic)
assert abs(slope_numeric / gradient_scaled - 1) < 0.01
T_throat = t_star * T0
u_throat = u_star * thermal_speed
rho_throat = rho_star * mass * number_density
viscosity = (5 / 16 * np.sqrt(np.pi * mass * const.k * T_throat)
             / (np.pi * atom_diameter**2))
reynolds = G_ch * d_large / viscosity
velocity_gradient = gradient_scaled * u_throat / (d_large / 2)
layer = np.sqrt(viscosity / (rho_throat * velocity_gradient))
loss_viscous = 4 * layer / d_large
nonideality = 2 * np.pi / 3 * atom_diameter**3 * number_density

print("GENERAL RESULT (scaled by p0 sqrt(m/(k T0)))")
print(f"effusive flux, velocity integral: {effusive_numeric:.5f}")
print(f"effusive flux, formula: {effusive_formula:.5f}")
print(f"choked flux, integrated expansion: {choked_numeric:.5f}")
print(f"choked flux, formula: {choked_formula:.5f}")
print(f"ratio, numerical: {ratio_numeric:.5f}")
print(f"ratio, formula: {ratio_formula:.5f}")
print(f"throat T/T0: {t_star:.4f}")
print(f"throat rho/rho0: {rho_star:.4f}")
print(f"throat p/p0 (critical ratio): {p_star:.4f}")
print(f"throat Mach number: {mach_star:.4f}")
for pb, flow in zip(nozzle_pressures, nozzle_means):
    print(f"nozzle simulation, back pressure {pb:.2f} p0: flux {flow:.4f}")
print("ARGON EXAMPLE")
print(f"reservoir pressure: {p0 / torr:.1f} Torr = {p0:.1f} Pa")
print(f"reservoir temperature: {T0:.1f} K")
print(f"chamber pressure: {p_chamber / torr * 1e3:.1f} mTorr")
print(f"atomic mass: {mass:.4e} kg")
print(f"sqrt(k T0/m): {thermal_speed:.2f} m/s")
print(f"effusive mass flux: {G_eff:.3f} kg/(m^2 s)")
print(f"choked mass flux: {G_ch:.3f} kg/(m^2 s)")
print(f"throat temperature: {T_throat:.1f} K")
print(f"throat pressure: {p_star * p0 / torr:.2f} Torr")
print(f"throat speed: {u_throat:.1f} m/s")
print(f"throat density: {rho_throat:.5f} kg/m^3")
print(f"large nozzle diameter: {d_large * 1e3:.2f} mm")
print(f"large nozzle flow: {flow_large:.3e} kg/s = {flow_large / sccm:.1f} sccm")
print(f"small hole diameter: {d_small * 1e9:.1f} nm")
print(f"small hole flow, thin wall: {flow_small:.3e} kg/s"
      f" = {flow_small / sccm:.3e} sccm")
print("VALIDITY AND NEGLECTED EFFECTS")
print(f"hard-sphere diameter (rough input): {atom_diameter * 1e9:.2f} nm")
print(f"mean free path: {mean_free_path * 1e6:.3f} um")
print(f"Knudsen number, small hole: {kn_small:.2f}")
print(f"Knudsen number, large nozzle: {kn_large:.2e}")
print(f"small hole, collision scale d/mfp: {1 / kn_small:.3f}")
print(f"membrane thickness: {membrane * 1e9:.1f} nm")
print(f"small hole transmission, formula: {transmission:.4f}")
print(f"small hole transmission, Monte Carlo: {transmission_mc:.4f}")
print(f"effusive backflow fraction: {p_chamber / p0:.1e}")
print(f"nozzle wall curvature radius / throat radius: {wall_over_radius:.1f}")
print(f"curved sonic surface, flow loss: {100 * loss_curvature:.2f} %")
print(f"throat viscosity (hard spheres): {viscosity:.3e} Pa s")
print(f"throat Reynolds number: {reynolds:.0f}")
print(f"boundary-layer thickness scale: {layer * 1e6:.1f} um")
print(f"boundary-layer flow loss, order of size: {100 * loss_viscous:.0f} %")
print(f"sharp-edge coefficient (rough input): {sharp_edge_coefficient:.2f}")
print(f"ratio with sharp edge: {sharp_edge_coefficient * ratio_formula:.2f}")
print(f"non-ideality, hard-sphere virial term: {nonideality:.1e}")
print("all tests passed")
```

It prints:

```
GENERAL RESULT (scaled by p0 sqrt(m/(k T0)))
effusive flux, velocity integral: 0.39894
effusive flux, formula: 0.39894
choked flux, integrated expansion: 0.72618
choked flux, formula: 0.72618
ratio, numerical: 1.82027
ratio, formula: 1.82027
throat T/T0: 0.7500
throat rho/rho0: 0.6495
throat p/p0 (critical ratio): 0.4871
throat Mach number: 1.0000
nozzle simulation, back pressure 0.80 p0: flux 0.5658
nozzle simulation, back pressure 0.40 p0: flux 0.7221
nozzle simulation, back pressure 0.05 p0: flux 0.7222
ARGON EXAMPLE
reservoir pressure: 50.0 Torr = 6666.1 Pa
reservoir temperature: 300.0 K
chamber pressure: 5.0 mTorr
atomic mass: 6.6335e-26 kg
sqrt(k T0/m): 249.88 m/s
effusive mass flux: 10.643 kg/(m^2 s)
choked mass flux: 19.373 kg/(m^2 s)
throat temperature: 225.0 K
throat pressure: 24.36 Torr
throat speed: 279.4 m/s
throat density: 0.06934 kg/m^3
large nozzle diameter: 1.00 mm
large nozzle flow: 1.522e-05 kg/s = 512.2 sccm
small hole diameter: 100.0 nm
small hole flow, thin wall: 8.359e-14 kg/s = 2.814e-06 sccm
VALIDITY AND NEGLECTED EFFECTS
hard-sphere diameter (rough input): 0.36 nm
mean free path: 1.079 um
Knudsen number, small hole: 10.79
Knudsen number, large nozzle: 1.08e-03
small hole, collision scale d/mfp: 0.093
membrane thickness: 10.0 nm
small hole transmission, formula: 0.9095
small hole transmission, Monte Carlo: 0.9090
effusive backflow fraction: 1.0e-04
nozzle wall curvature radius / throat radius: 2.0
curved sonic surface, flow loss: 0.69 %
throat viscosity (hard spheres): 1.953e-05 Pa s
throat Reynolds number: 992
boundary-layer thickness scale: 28.7 um
boundary-layer flow loss, order of size: 11 %
sharp-edge coefficient (rough input): 0.85
ratio with sharp edge: 1.55
non-ideality, hard-sphere virial term: 1.6e-04
all tests passed
```
